# Linear two-band solution of an energy-dependent-mass Schrödinger equation: a program that tests the result

```python
"""
Result under test: the energy-dependent-mass equation
    -(d/dz) [P^2/(E-Ev)] df/dz + Ec f = E f,     E > max(Ev),
is equivalent to the linear two-band problem
    E f = Ec f - P dg/dz,     E g = P df/dz + Ev g.
f, g: conduction and valence envelopes; Ec, Ev: band edges; P: constant
interband coupling. A staggered grid avoids duplicate states; f and g
together, not f alone, are orthogonal. Energies: eV; lengths: angstrom.
"""
import numpy as np
from scipy import constants as const
from scipy.integrate import quad
from scipy.linalg import eigh, eigvalsh, eigh_tridiagonal
from scipy.optimize import brentq

WELL, BOX = 120.0, 480.0
EC_WELL, EC_BARRIER = 0.0, 0.5
EV_WELL, EV_BARRIER = -0.6, -0.9
MASS_WELL = 0.04
KINETIC = const.hbar**2 / (2 * const.m_e * const.e) * 1e20
P = np.sqrt(KINETIC * (EC_WELL - EV_WELL) / MASS_WELL)
MASS_BARRIER = KINETIC * (EC_BARRIER - EV_BARRIER) / P**2
HARTREE = const.value("Hartree energy in eV")


def profile(z, inside, outside, average=True):
    edge = 0.5 * (inside + outside) if average else outside
    distance = np.abs(z) - WELL / 2
    return np.where(distance < -1e-8, inside,
                    np.where(distance > 1e-8, outside, edge))


def grid(h, average=True):
    count = int(round(BOX / h)) - 1
    nodes = -BOX / 2 + h * np.arange(1, count + 1)
    mids = -BOX / 2 + h * (np.arange(count + 1) + 0.5)
    ec = profile(nodes, EC_WELL, EC_BARRIER, average)
    ev = profile(mids, EV_WELL, EV_BARRIER)
    return nodes, mids, ec, ev


def staggered_matrix(ec, ev, h):
    n = len(ec)
    d = (np.eye(n + 1, n) - np.eye(n + 1, n, k=-1)) / h
    return np.block([[np.diag(ec), P * d.T], [P * d, np.diag(ev)]])


def collocated_matrix(h):
    nodes = grid(h)[0]
    n = len(nodes)
    d = (np.eye(n, k=1) - np.eye(n, k=-1)) / (2 * h)
    ec = profile(nodes, EC_WELL, EC_BARRIER)
    ev = profile(nodes, EV_WELL, EV_BARRIER)
    return np.block([[np.diag(ec), -P * d], [P * d, np.diag(ev)]])


def bound(values):
    return values[(values > EC_WELL) & (values < EC_BARRIER)]


# Continuum levels from continuity of both envelopes.
def matching(energy, odd):
    k = np.sqrt((energy - EC_WELL) * (energy - EV_WELL)) / P
    kappa = np.sqrt((EC_BARRIER - energy) * (energy - EV_BARRIER)) / P
    angle = k * WELL / 2
    a = k / (energy - EV_WELL)
    b = kappa / (energy - EV_BARRIER)
    if odd:
        return a * np.cos(angle) + b * np.sin(angle)
    return a * np.sin(angle) - b * np.cos(angle)


roots = []
scan = np.linspace(EC_WELL + 1e-7, EC_BARRIER - 1e-7, 1500)
for odd in (False, True):
    samples = [matching(e, odd) for e in scan]
    for left, right, a, b in zip(scan[:-1], scan[1:], samples[:-1], samples[1:]):
        if a * b < 0:
            roots.append((brentq(matching, left, right, args=(odd,), xtol=1e-13), odd))
roots.sort()
exact = np.array([r[0] for r in roots])
assert len(exact) == 4


def continuum_pair(state, z):
    energy, odd = roots[state]
    k = np.sqrt((energy - EC_WELL) * (energy - EV_WELL)) / P
    kappa = np.sqrt((EC_BARRIER - energy) * (energy - EV_BARRIER)) / P
    angle = k * WELL / 2
    edge = np.sin(angle) if odd else np.cos(angle)
    if z < WELL / 2:
        f = (np.sin(k * z) if odd else np.cos(k * z)) / edge
        slope = (k * np.cos(k * z) if odd else -k * np.sin(k * z)) / edge
        return f, P * slope / (energy - EV_WELL)
    f = np.exp(-kappa * (z - WELL / 2))
    return f, -P * kappa * f / (energy - EV_BARRIER)


def continuum_overlap(i, j, component):
    # Used only for equal parity, so twice the half-line integral suffices.
    def product(z):
        return continuum_pair(i, z)[component] * continuum_pair(j, z)[component]
    inner = quad(product, 0, WELL / 2, epsabs=1e-11)[0]
    outer = quad(product, WELL / 2, WELL / 2 + 500, epsabs=1e-11, limit=200)[0]
    return 2 * (inner + outer)


f_norm = np.array([continuum_overlap(i, i, 0) for i in range(4)])
g_norm = np.array([continuum_overlap(i, i, 1) for i in range(4)])
valence_weight = g_norm / (f_norm + g_norm)
f_overlaps = {}
for i, j in ((0, 2), (1, 3)):
    ff, gg = continuum_overlap(i, j, 0), continuum_overlap(i, j, 1)
    scale = np.sqrt((f_norm[i] + g_norm[i]) * (f_norm[j] + g_norm[j]))
    assert abs(ff + gg) / scale < 1e-8
    f_overlaps[i, j] = ff / np.sqrt(f_norm[i] * f_norm[j])
    assert abs(f_overlaps[i, j]) > 1e-3

# Linear and nonlinear discrete problems, solved independently.
H = 1.0
nodes, mids, ec, ev = grid(H)
linear_energy, linear_vector = eigh(staggered_matrix(ec, ev, H))
selected = np.where((linear_energy > EC_WELL) & (linear_energy < EC_BARRIER))[0]
linear_bound = linear_energy[selected]
linear_q = np.sum(linear_vector[len(ec):, selected]**2, axis=0)
assert len(linear_bound) == 4
assert np.max(np.abs(linear_q - valence_weight)) < 1e-3


def reduced_level(state, energy):
    weights = P**2 / (energy - ev) / H**2
    value, vector = eigh_tridiagonal(
        ec + weights[:-1] + weights[1:], -weights[1:-1],
        select="i", select_range=(state, state))
    f = vector[:, 0]
    derivative = np.diff(np.r_[0.0, f, 0.0]) / H
    slope = -np.sum((P * derivative / (energy - ev))**2)
    return value[0], f, derivative, slope


nonlinear, spinors, fixed_counts, newton_counts, slopes = [], [], [], [], []
for state in range(4):
    energy = brentq(lambda e: e - reduced_level(state, e)[0], EC_WELL, 2.0, xtol=1e-13)
    _, f, derivative, _ = reduced_level(state, energy)
    g = P * derivative / (energy - ev)
    norm = np.sqrt(np.sum(f**2) + np.sum(g**2))
    edge_index = np.argmin(np.abs(nodes - WELL / 2))
    norm *= np.sign(f[edge_index])
    nonlinear.append(energy)
    spinors.append((f / norm, g / norm))
    delta = 1e-3
    slope = (reduced_level(state, energy + delta)[0]
             - reduced_level(state, energy - delta)[0]) / (2 * delta)
    slopes.append(slope)
    q = linear_q[state]
    assert abs(slope + q / (1 - q)) < 1e-5
    assert q / (1 - q) <= (energy - EC_WELL) / (energy - EV_WELL) < 1
    for use_newton, counts in ((False, fixed_counts), (True, newton_counts)):
        trial = EC_WELL
        for iteration in range(1, 201):
            value, _, _, derivative_e = reduced_level(state, trial)
            step = value - trial
            if use_newton:
                step /= 1 - derivative_e
            trial += step
            if abs(step) < 1e-9:
                break
        assert abs(trial - energy) < 1e-8
        counts.append(iteration)

nonlinear = np.array(nonlinear)
method_difference = np.max(np.abs(nonlinear - linear_bound))
assert method_difference < 1e-9
pair_overlap = max(abs(np.dot(spinors[i][0], spinors[j][0])
                       + np.dot(spinors[i][1], spinors[j][1]))
                   for i in range(4) for j in range(i))
assert pair_overlap < 1e-8
for (i, j), reference in f_overlaps.items():
    fi, fj = spinors[i][0], spinors[j][0]
    grid_overlap = np.dot(fi, fj) / np.linalg.norm(fi) / np.linalg.norm(fj)
    assert abs(grid_overlap - reference) < 1e-3

# A shift of origin changes the f-only position element, not the pair element.
ORIGIN = 100.0
f1, g1 = spinors[0]
f3, g3 = spinors[2]
f_scale = np.linalg.norm(f1) * np.linalg.norm(f3)
f_position = [np.dot(f1, (nodes - origin) * f3) / f_scale for origin in (0.0, ORIGIN)]
pair_position = [np.dot(f1, (nodes - origin) * f3)
                 + np.dot(g1, (mids - origin) * g3) for origin in (0.0, ORIGIN)]
f_change = f_position[1] - f_position[0]
pair_change = pair_position[1] - pair_position[0]
assert abs(f_change) > 0.1 and abs(pair_change) < 1e-6

# Grid convergence, including the effect of an unaveraged interface node.
errors, errors_unaveraged = {}, {}
for h in (4.0, 2.0, 1.0):
    _, _, ech, evh = grid(h)
    values = linear_bound if h == H else bound(eigvalsh(staggered_matrix(ech, evh, h)))
    assert len(values) == 4
    errors[h] = values - exact
for h in (2.0, 1.0):
    _, _, ech, evh = grid(h, average=False)
    values = bound(eigvalsh(staggered_matrix(ech, evh, h)))
    assert len(values) == 4
    errors_unaveraged[h] = values - exact
order = np.log2(np.max(np.abs(errors[2.0])) / np.max(np.abs(errors[1.0])))
order_unaveraged = np.log2(np.max(np.abs(errors_unaveraged[2.0]))
                           / np.max(np.abs(errors_unaveraged[1.0])))
assert 1.9 < order < 2.1
assert 0.85 < order_unaveraged < 1.15

# Count levels for a rough random profile with a common gap.
rng = np.random.default_rng(4)
random_ec = rng.uniform(EC_WELL, EC_BARRIER, 60)
random_ev = rng.uniform(EV_BARRIER, EV_WELL, 61)
random_energy = eigvalsh(staggered_matrix(random_ec, random_ev, 2.0))
random_above = np.sum(random_energy >= EC_WELL)
random_gap = np.sum((random_energy > EV_WELL) & (random_energy < EC_WELL))
assert random_above == len(random_ec) and random_gap == 0
assert np.sum(random_energy <= EV_WELL) == len(random_ev)

# Uniform periodic lattices test the two dispersion formulas.
ring_size, ring_h = 24, 4.0
ring_k = 2 * np.pi * np.arange(ring_size) / (ring_size * ring_h)
identity = np.eye(ring_size)
forward = (np.roll(identity, 1, axis=1) - identity) / ring_h
centered = (np.roll(identity, 1, axis=1) - np.roll(identity, -1, axis=1)) / (2 * ring_h)
for difference, momentum in (
        (forward, 2 * np.sin(ring_k * ring_h / 2) / ring_h),
        (centered, np.sin(ring_k * ring_h) / ring_h)):
    matrix = np.block([[EC_WELL * identity, P * difference.T],
                       [P * difference, EV_WELL * identity]])
    middle, half_gap = (EC_WELL + EV_WELL) / 2, (EC_WELL - EV_WELL) / 2
    radius = np.sqrt(half_gap**2 + P**2 * momentum**2)
    predicted = np.sort(np.r_[middle + radius, middle - radius])
    assert np.allclose(eigvalsh(matrix), predicted, atol=1e-10)

# The collocated grid contains two staggered spectra at twice its spacing.
splittings = {}
for h in (2.0, 1.0):
    energies, vectors = eigh(collocated_matrix(h))
    indices = np.where((energies > EC_WELL) & (energies < EC_BARRIER))[0]
    collocated_bound = energies[indices]
    assert len(collocated_bound) == 8
    coarse = exact + errors[2 * h]
    assert max(np.min(np.abs(collocated_bound - e)) for e in coarse) < 1e-9
    splittings[h] = collocated_bound[1::2] - collocated_bound[::2]
    if h == 2.0:
        duplicates = collocated_bound.copy()
        f = vectors[:len(grid(h)[0]), indices]
        neighbor = np.sum(np.abs(f[1:] * f[:-1]), axis=0) / np.sum(f**2, axis=0)
        assert np.max(neighbor) < 1e-6
split_order = np.log2(np.max(splittings[2.0]) / np.max(splittings[1.0]))
assert 1.8 < split_order < 2.2

# Constant band-edge masses give the parabolic comparison.
ec_mid = profile(mids, EC_WELL, EC_BARRIER)
weights = P**2 / (ec_mid - ev) / H**2
parabolic = bound(eigh_tridiagonal(ec + weights[:-1] + weights[1:],
                                   -weights[1:-1], eigvals_only=True))

print(f"Well width: {WELL:.0f} angstrom; box: {BOX:.0f} angstrom")
print(f"Well Ec, Ev: {EC_WELL:.1f}, {EV_WELL:.1f} eV")
print(f"Barrier Ec, Ev: {EC_BARRIER:.1f}, {EV_BARRIER:.1f} eV")
print(f"Band-edge masses, well/barrier: {MASS_WELL:.4f}, {MASS_BARRIER:.4f} m_e")
print(f"Coupling P: {P:.6f} eV angstrom")
print(f"Main grid step: {H:.0f} angstrom; nodes: {len(nodes)}")
for i in range(4):
    print(f"State {i+1}: continuum energy {exact[i]:.8f} eV")
    print(f"  energy {exact[i]/HARTREE:.8f} hartree; valence weight {valence_weight[i]:.6f}")
    print(f"  fixed-point slope {slopes[i]:.6f}; steps {fixed_counts[i]}; Newton {newton_counts[i]}")
print("Parabolic bound energies (eV):", " ".join(f"{x:.6f}" for x in parabolic))
print(f"Largest linear/nonlinear difference: {method_difference:.2e} eV")
print(f"Normalized f overlap, states 1/3: {f_overlaps[0, 2]:.7f}")
print(f"Normalized f overlap, states 2/4: {f_overlaps[1, 3]:.7f}")
print(f"Largest complete-pair overlap: {pair_overlap:.2e}")
print(f"Origin shift: {ORIGIN:.0f} angstrom")
print(f"Change of f-only position element 1/3: {f_change:.6f} angstrom")
print(f"Change of pair position element 1/3: {pair_change:.2e} angstrom")
for h in (4.0, 2.0, 1.0):
    print(f"Energy errors at h={h:.0f} angstrom (meV):",
          " ".join(f"{1000*x:.5f}" for x in errors[h]))
print(f"Observed order, averaged interface: {order:.4f}")
for h in (2.0, 1.0):
    print(f"Max error, unaveraged, h={h:.0f} angstrom: "
          f"{1000*np.max(np.abs(errors_unaveraged[h])):.5f} meV")
print(f"Observed order, unaveraged interface: {order_unaveraged:.4f}")
print(f"Random profile: {random_above} levels above gap, {random_gap} inside")
print(f"Bound levels, staggered/collocated: {len(linear_bound)}/{len(duplicates)}")
print("Collocated energies, h=2 angstrom (eV):")
print("  " + " ".join(f"{x:.6f}" for x in duplicates[:4]))
print("  " + " ".join(f"{x:.6f}" for x in duplicates[4:]))
for h in (2.0, 1.0):
    print(f"Max duplicate splitting, h={h:.0f} angstrom: {1000*np.max(splittings[h]):.5f} meV")
print(f"Observed order of duplicate splitting: {split_order:.4f}")
print(f"Largest neighboring-node f product: {np.max(neighbor):.2e}")
print("PASS")
```

It prints:

```
Well width: 120 angstrom; box: 480 angstrom
Well Ec, Ev: 0.0, -0.6 eV
Barrier Ec, Ev: 0.5, -0.9 eV
Band-edge masses, well/barrier: 0.0400, 0.0933 m_e
Coupling P: 7.559744 eV angstrom
Main grid step: 1 angstrom; nodes: 479
State 1: continuum energy 0.03801560 eV
  energy 0.00139705 hartree; valence weight 0.041313
  fixed-point slope -0.043102; steps 7; Newton 3
State 2: continuum energy 0.13623546 eV
  energy 0.00500656 hartree; valence weight 0.121899
  fixed-point slope -0.138813; steps 11; Newton 4
State 3: continuum energy 0.26707495 eV
  energy 0.00981482 hartree; valence weight 0.189448
  fixed-point slope -0.233671; steps 15; Newton 4
State 4: continuum energy 0.40957769 eV
  energy 0.01505170 hartree; valence weight 0.224154
  fixed-point slope -0.288862; steps 18; Newton 5
Parabolic bound energies (eV): 0.036119 0.147649 0.336966
Largest linear/nonlinear difference: 2.05e-14 eV
Normalized f overlap, states 1/3: 0.0281825
Normalized f overlap, states 2/4: 0.0516519
Largest complete-pair overlap: 1.20e-14
Origin shift: 100 angstrom
Change of f-only position element 1/3: -2.820304 angstrom
Change of pair position element 1/3: -7.03e-13 angstrom
Energy errors at h=4 angstrom (meV): 0.21020 0.36924 -0.15751 -1.62393
Energy errors at h=2 angstrom (meV): 0.05330 0.09389 -0.03840 -0.40654
Energy errors at h=1 angstrom (meV): 0.01337 0.02357 -0.00954 -0.10167
Observed order, averaged interface: 1.9995
Max error, unaveraged, h=2 angstrom: 7.33859 meV
Max error, unaveraged, h=1 angstrom: 3.83552 meV
Observed order, unaveraged interface: 0.9361
Random profile: 60 levels above gap, 0 inside
Bound levels, staggered/collocated: 4/8
Collocated energies, h=2 angstrom (eV):
  0.037772 0.038226 0.135421 0.136605
  0.265399 0.266917 0.406760 0.407954
Max duplicate splitting, h=2 angstrom: 1.51804 meV
Max duplicate splitting, h=1 angstrom: 0.38189 meV
Observed order of duplicate splitting: 1.9910
Largest neighboring-node f product: 0.00e+00
PASS
```
